# Creep-relaxed growth stress in a parabolically thickening oxide scale: a numerical check

```python
"""
Growth stress in an oxide scale on a metal, at constant temperature.
Result under test: if in-plane growth strain is g*h, the scale thickens as
h = sqrt(k*t), and creep relaxes the stress at the in-plane rate B*s**n, then
the compressive stress s rises to one maximum and afterwards falls towards
    s_q = (g*k/(2*B*h))**(1/n), proportional to t**(-1/(2n)).
Symbols: s compressive stress (MPa), t time (h), h thickness (um),
g growth strain per thickness (1/um), k parabolic constant (um^2/h),
M = E/(1-nu) biaxial modulus (MPa), A uniaxial creep coefficient, B = A/2.
Scaled variables: u = sqrt(t/t_star), y = s/s_star, dy/du = 1 - 2*u*y**n.
"""
import numpy as np
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import dawsn

# Round model inputs, rough regime of alumina scales near 1100 C
E, nu = 330e3, 0.25              # MPa, none
M = E / (1 - nu)
g, k = 1e-3, 0.1                 # 1/um, um^2/h
n_ex, A_ex = 2, 4e-9             # none, 1/(h MPa^2)
B_ex = A_ex / 2
M_metal = 140e3                  # MPa
A_metal, n_metal = 2e-6, 4       # 1/(h MPa^4), none
p_grain = 3                      # creep rate varies as grain size**(-p)
d_alpha, T_grow, T_room = 5e-6, 1100.0, 25.0   # 1/K, C, C


def parabolic(t):
    return np.sqrt(k * t)


def history(times, n, B, thickness=parabolic, sheet=np.inf, a=0.0):
    """Stress from strain compatibility, integrating the creep strains in time.
    sheet: metal thickness in um, oxidized on both faces; a: grain size ~ t**a."""
    def stress(t, creep_ox, creep_met):
        h = thickness(t)
        compliance = 1 / M + 2 * h / (sheet * M_metal)
        return (g * h - creep_ox - creep_met) / compliance

    def rates(t, e):
        s = max(stress(t, e[0], e[1]), 0.0)
        B_now = B * (max(t, 1e-9) / 100) ** (-p_grain * a)
        tension = 2 * s * thickness(t) / sheet
        return [B_now * s**n, A_metal / 2 * tension**n_metal]

    times = np.asarray(times, float)
    sol = solve_ivp(rates, (0, times[-1]), [0.0, 0.0], method="LSODA",
                    t_eval=times, rtol=1e-10, atol=1e-13)
    assert sol.success
    return stress(times, sol.y[0], sol.y[1])


def quasi_steady(t, n, B):
    return (g * k / (2 * B * parabolic(t))) ** (1 / n)


def lag(t, n, B):
    return 1 / (2 * n**2 * M * B * quasi_steady(t, n, B) ** (n - 1) * t)


def scales(n, B):
    t_star = (M**n * B * (g * np.sqrt(k)) ** (n - 1)) ** (-2 / (n + 1))
    return t_star, M * g * np.sqrt(k * t_star)


def scaled_peak(n):
    sol = solve_ivp(lambda u, y: 1 - 2 * u * np.maximum(y, 0) ** n, (0, 5),
                    [0.0], rtol=1e-10, atol=1e-12, dense_output=True)
    u = brentq(lambda v: sol.sol(v)[0] - (2 * v) ** (-1 / n), 0.1, 5)
    return u, sol.sol(u)[0]


def layer_mean(u_end, n):
    """Mean scaled stress when every new layer is born free of stress."""
    x, w = np.polynomial.legendre.leggauss(200)
    x, w = (x + 1) / 2, w / 2
    birth = u_end * (1 - x**2)
    span = u_end - birth

    def rates(z, y):
        return span * (1 - 2 * (birth + span * z) * np.maximum(y, 0) ** n)
    sol = solve_ivp(rates, (0, 1), np.zeros(x.size), method="DOP853",
                    rtol=1e-9, atol=1e-11)
    assert sol.success
    return np.sum(w * 2 * x * sol.y[:, -1])


# Biaxial modulus and energy from the three-dimensional compliance
S = (np.eye(3) * (1 + nu) - nu * np.ones((3, 3))) / E
sig = np.array([-100.0, -100.0, 0.0])
assert np.isclose((S @ sig)[0], -100 / M, rtol=1e-12)
assert np.isclose(0.5 * sig @ S @ sig, 100**2 / M, rtol=1e-12)


# Biaxial creep rates by differentiating the von Mises flow potential
def potential(q):
    eq = np.sqrt(((q[0]-q[1])**2 + (q[1]-q[2])**2 + (q[2]-q[0])**2) / 2)
    return A_ex * eq ** (n_ex + 1) / (n_ex + 1)


step = 0.01
flow = [(potential(sig + step * v) - potential(sig - step * v)) / (2 * step)
        for v in np.eye(3)]
assert np.isclose(flow[0], -B_ex * 100**n_ex, rtol=1e-5)
assert np.isclose(flow[2], 2 * B_ex * 100**n_ex, rtol=1e-5)

# One maximum on the quasi-steady curve, later fall, power law and lag
grid = np.geomspace(0.01, 1e5, 1500)
for n in (1, 2, 3.5):
    B = 2e-5 / 100**n
    s = history(grid, n, B)
    top = np.argmax(s)
    assert np.all(np.diff(s[:top + 1]) > 0) and np.all(np.diff(s[top:]) < 0)
    # time grid spacing is about 1 percent, which limits the peak position
    assert abs(s[top] / quasi_steady(grid[top], n, B) - 1) < 6e-3
    t_star, s_star = scales(n, B)
    u_p, y_p = scaled_peak(n)
    assert abs(s[top] / (y_p * s_star) - 1) < 1e-3
    assert abs(grid[top] / (u_p**2 * t_star) - 1) < 0.015
    late = history([1e4, 1e5], n, B)
    assert abs(np.log10(late[1] / late[0]) + 1 / (2 * n)) < 1e-3
    # next order of the expansion is a few lags, well below 2 percent here
    excess = late[0] / quasi_steady(1e4, n, B) - 1
    assert abs(excess / lag(1e4, n, B) - 1) < 0.02

# Linear creep: closed solution by Dawson's function
t_star, s_star = scales(1, 2e-7)
t_test = np.array([1.0, 10.0, 100.0])
assert np.allclose(history(t_test, 1, 2e-7),
                   s_star * dawsn(np.sqrt(t_test / t_star)), rtol=1e-5)

# Cause of the fall: thickening at constant speed gives constant stress
speed = k / (2 * parabolic(100.0))
flat = history([500, 1000], n_ex, B_ex, thickness=lambda t: speed * t)
assert np.allclose(flat, (g * speed / B_ex) ** (1 / n_ex), rtol=1e-5)

# Stress-free new layers: exact mean for n = 1, first correction for n > 1
assert np.isclose(2 * layer_mean(2.0, 1), 0.5 * (1 - np.exp(-4)), rtol=1e-6)
for n in (2, 3):
    C = quad(lambda x: (1 - x) / (1 - x**n), 0, 1)[0]
    y_q = 60 ** (-1 / n)
    offset = layer_mean(30.0, n) / y_q - 1
    assert abs(offset / ((1 / n**2 - C) * y_q / 30) - 1) < 0.05

# Grain growth can reverse the fall
for a in (0.1, 0.2):
    late = history([1e4, 1e5], n_ex, B_ex, a=a)
    slope = np.log10(late[1] / late[0])
    assert abs(slope - (p_grain * a - 0.5) / n_ex) < 2e-3
    assert (slope < 0) == (a < 1 / (2 * p_grain))

# Worked example
t_star, s_star = scales(n_ex, B_ex)
u_p, y_p = scaled_peak(n_ex)
times = np.array([1.0, 10.0, 100.0, 1000.0])
s_ex = history(times, n_ex, B_ex)
s_q = quasi_steady(times, n_ex, B_ex)
means = [s_star * layer_mean(np.sqrt(t / t_star), n_ex) for t in times]
assert means[1] > means[2] > means[3]

print(f"Oxide: E = {E/1e3:.0f} GPa, nu = {nu}, M = {M/1e3:.0f} GPa")
print(f"Growth strain per thickness g = {g:.1e} 1/um")
print(f"Parabolic constant k = {k} um^2/h")
print(f"Creep: n = {n_ex}, A = {A_ex:.1e}, B = {B_ex:.1e} 1/(h MPa^2)")
print(f"Scales: t_star = {t_star:.2f} h, s_star = {s_star:.1f} MPa")
print(f"Scaled maximum: u = {u_p:.4f}, y = {y_p:.4f}")
print(f"Maximum: t = {u_p**2*t_star:.2f} h, s = {y_p*s_star:.1f} MPa")
for i, t in enumerate(times):
    h = parabolic(t)
    print(f"t = {t:.0f} h: h = {h:.3f} um, "
          f"growth strain rate = {g*k/(2*h):.3e} 1/h")
    print(f"  s = {s_ex[i]:.2f} MPa, quasi-steady = {s_q[i]:.2f} MPa")
    print(f"  s/s_q - 1 = {100*(s_ex[i]/s_q[i]-1):.2f} %, "
          f"lag formula = {100*lag(t, n_ex, B_ex):.2f} %")
    print(f"  mean with stress-free new layers = {means[i]:.2f} MPa")
print(f"s(1000 h)/s(100 h) = {s_ex[3]/s_ex[2]:.4f}, "
      f"power law = {10**(-1/(2*n_ex)):.4f}")
print(f"Constant-speed growth: speed = {speed:.5f} um/h, "
      f"s(1000 h) = {flat[1]:.2f} MPa")
print(f"Grain exponent p = {p_grain}, critical a = {1/(2*p_grain):.4f}")
for a in (0.1, 0.2):
    pair = history([100, 1000], n_ex, B_ex, a=a)
    print(f"  a = {a}: s(100 h) = {pair[0]:.2f} MPa, "
          f"s(1000 h) = {pair[1]:.2f} MPa")
print(f"Metal: M = {M_metal/1e3:.0f} GPa, n = {n_metal}, "
      f"A = {A_metal:.1e} 1/(h MPa^4)")
for sheet in (3000.0, 1000.0):
    s_sheet = history([100, 1000], n_ex, B_ex, sheet=sheet)
    pull = 2 * s_sheet[1] * parabolic(1000.0) / sheet
    print(f"  sheet {sheet/1e3:.0f} mm: s(100 h) = {s_sheet[0]:.2f} MPa, "
          f"s(1000 h) = {s_sheet[1]:.2f} MPa")
    print(f"    metal tension at 1000 h = {pull:.3f} MPa, "
          f"change of s = {100*(s_sheet[1]/s_ex[3]-1):.2f} %")
h_end = parabolic(1000.0)
print(f"Creep thickening at 1000 h, at most {200*g*h_end:.2f} % of h")
print(f"Growth-stress energy at 1000 h = {h_end*s_ex[3]**2/M:.4f} J/m^2")
s_cool = M * d_alpha * (T_grow - T_room)
print(f"Cooling {T_grow:.0f} to {T_room:.0f} C, "
      f"expansion mismatch {d_alpha:.1e} 1/K")
print(f"  elastic cooling stress = {s_cool:.0f} MPa")
print(f"  energy of cooling stress alone, 1000 h scale = "
      f"{h_end*s_cool**2/M:.1f} J/m^2")
print("all good")
```

It prints:

```
Oxide: E = 330 GPa, nu = 0.25, M = 440 GPa
Growth strain per thickness g = 1.0e-03 1/um
Parabolic constant k = 0.1 um^2/h
Creep: n = 2, A = 4.0e-09, B = 2.0e-09 1/(h MPa^2)
Scales: t_star = 4.06 h, s_star = 280.2 MPa
Scaled maximum: u = 1.0693, y = 0.6838
Maximum: t = 4.64 h, s = 191.6 MPa
t = 1 h: h = 0.316 um, growth strain rate = 1.581e-04 1/h
  s = 131.18 MPa, quasi-steady = 281.17 MPa
  s/s_q - 1 = -53.35 %, lag formula = 50.52 %
  mean with stress-free new layers = 67.40 MPa
t = 10 h: h = 1.000 um, growth strain rate = 5.000e-05 1/h
  s = 172.66 MPa, quasi-steady = 158.11 MPa
  s/s_q - 1 = 9.20 %, lag formula = 8.98 %
  mean with stress-free new layers = 125.20 MPa
t = 100 h: h = 3.162 um, growth strain rate = 1.581e-05 1/h
  s = 90.42 MPa, quasi-steady = 88.91 MPa
  s/s_q - 1 = 1.70 %, lag formula = 1.60 %
  mean with stress-free new layers = 86.30 MPa
t = 1000 h: h = 10.000 um, growth strain rate = 5.000e-06 1/h
  s = 50.14 MPa, quasi-steady = 50.00 MPa
  s/s_q - 1 = 0.29 %, lag formula = 0.28 %
  mean with stress-free new layers = 49.75 MPa
s(1000 h)/s(100 h) = 0.5545, power law = 0.5623
Constant-speed growth: speed = 0.01581 um/h, s(1000 h) = 88.91 MPa
Grain exponent p = 3, critical a = 0.1667
  a = 0.1: s(100 h) = 89.51 MPa, s(1000 h) = 70.74 MPa
  a = 0.2: s(100 h) = 88.62 MPa, s(1000 h) = 99.65 MPa
Metal: M = 140 GPa, n = 4, A = 2.0e-06 1/(h MPa^4)
  sheet 3 mm: s(100 h) = 90.41 MPa, s(1000 h) = 50.08 MPa
    metal tension at 1000 h = 0.334 MPa, change of s = -0.13 %
  sheet 1 mm: s(100 h) = 90.12 MPa, s(1000 h) = 46.35 MPa
    metal tension at 1000 h = 0.927 MPa, change of s = -7.56 %
Creep thickening at 1000 h, at most 2.00 % of h
Growth-stress energy at 1000 h = 0.0571 J/m^2
Cooling 1100 to 25 C, expansion mismatch 5.0e-06 1/K
  elastic cooling stress = 2365 MPa
  energy of cooling stress alone, 1000 h scale = 127.1 J/m^2
all good
```
